Why Growth Keeps Slow Edges and Etching Exposes Fast Ones

A flat island one atom thick grows on a hot metal surface under a carbon-bearing gas. It begins as a many-sided patch and becomes a hexagon whose sides are the edges that advance most slowly. The gas is then changed so that it removes atoms from the rim. The hexagon does not simply shrink: its corners are cut off, the cuts widen, and the island ends up bounded by edges that retreat fast. If only two kinds of edge, 30° apart, take part, it can end as a hexagon turned by 30°. Growth seems to select the slow and etching the fast. A model that can be solved with straight lines shows that one rule does both, and shows when either outcome fails.

**The model**

The island is a convex polygon. Edge i has an outward unit normal nᵢ and lies on a line at distance hᵢ from a fixed point inside. Each edge moves along its normal at a constant velocity Vᵢ, set by its orientation and not by its length. In growth Vᵢ = vᵢ > 0. In etching from the rim Vᵢ = −rᵢ < 0, where rᵢ is the retreat rate. These assumptions require the same gas supply at every edge and a negligible energy cost of edge length; both are estimated below. They also require that an edge which advances by starting new atomic rows be long enough for many rows to start along it. On a shorter edge the speed would depend on the length. Rows can also start at corners: on a zigzag hexagon of a honeycomb lattice, removing a first pair of atoms breaks three bonds at a corner and four along a side. The model assumes that such corner starts do not set the speed of an edge.

The lines then move as

hᵢ(t) = hᵢ(0) + Vᵢt,

and the island is the region lying inside all of them:

x·nᵢ ≤ hᵢ(t) for every i.

While every edge has a positive length this is plain geometry, because the corners are where neighbouring lines cross. That it stays true after an edge has disappeared needs an argument, given below.

**How an edge gains or loses length**

Take one edge, with normal along y, on the line y = h. Its right-hand neighbour has a normal turned by an angle a, so n₁ = (sin a, cos a). Its left-hand neighbour has a normal turned by b the other way, so n₂ = (−sin b, cos b). Let a + b be less than 180°, so that the two neighbours would meet in a corner if the middle edge were absent.

The right neighbour lies on x sin a + y cos a = h₁. Setting y = h gives the right end of the edge:

x₁ = (h₁ − h cos a)/sin a.

The left neighbour lies on −x sin b + y cos b = h₂, which gives the left end:

x₂ = −(h₂ − h cos b)/sin b.

The length is the difference L = x₁ − x₂:

L = h₁/sin a + h₂/sin b − h(cot a + cot b).

The angles are fixed, so differentiation replaces each distance by its velocity:

dL/dt = V₁/sin a + V₂/sin b − V(cot a + cot b).

Over the common denominator sin a sin b, the first two terms have the numerator V₁ sin b + V₂ sin a. The cotangents add to

cot a + cot b = (cos a sin b + cos b sin a)/(sin a sin b) = sin(a+b)/(sin a sin b).

Taking this factor out gives

dL/dt = [sin(a+b)/(sin a sin b)] (V* − V),

V* = (V₁ sin b + V₂ sin a)/sin(a+b).

The bracket is positive, so an edge lengthens if V < V* and shortens if V > V*.

The threshold V* has a direct meaning. The components given above show that

n = (n₁ sin b + n₂ sin a)/sin(a+b),

since the x parts cancel and the y parts add to one. Let w be the velocity of the corner at which the two neighbouring lines cross. That corner stays on both lines, so w·n₁ = V₁ and w·n₂ = V₂. Hence w·n = V*. The edge is in a race with the corner that its neighbours would form without it.

The picture is a wedge with its tip cut off. The neighbours are the sides of the wedge and the middle edge is the cut. A cut near the tip is short and a cut deeper in is long. If the cut moves outward faster than the tip, it runs into the narrow part and vanishes. If it falls behind the tip, it widens.

In etching everything moves inward. Put V = −r, V₁ = −r₁ and V₂ = −r₂. The condition V < V* becomes −r < −r*, and multiplying by −1 reverses it:

r > r*, with r* = (r₁ sin b + r₂ sin a)/sin(a+b).

This answers the question. In both processes the edge that falls deeper into the wedge gains length. During growth, falling deeper means advancing slowly; during etching, it means retreating quickly.

**What is certain and what is conditional**

The words "slowest" and "fastest" need care, because an edge is compared with V* and not directly with its neighbours. For the angles used here the cosines are below one and the sines are positive, so

sin(a+b) = sin a cos b + cos a sin b < sin a + sin b.

Suppose that a growing edge is no faster than either neighbour. Then V* ≥ V(sin a + sin b)/sin(a+b) > V, and the edge lengthens. The slowest edge of a growing crystal is therefore never lost. A fast edge, however, may be only slightly faster than its neighbours and still lie below V*, in which case it lengthens too. It can still be lost later, because V* changes when a neighbour disappears.

In etching the same inequality shows that an edge retreating no faster than either neighbour has r < r*, so it must shorten. But a fast-retreating edge gains length only if its rate exceeds r*. The certainty concerns the slow edge in both cases: it lengthens in growth and shortens in etching.

Can a lost edge come back? Call it edge 0, lost between edges 1 and 2. It was shortening when it vanished, so V₀ exceeded the velocity of the corner along n₀:

V₀ > αV₁ + βV₂, where n₀ = αn₁ + βn₂ and α, β > 0.

Its line therefore moves away from the island's corner on the outer side. Suppose edge 2 is lost later, between edges 1 and 3. For the same reason

V₂ > pV₁ + qV₃, where n₂ = pn₁ + qn₃ and p, q > 0.

Substituting the second statement into the first gives

V₀ > (α + βp)V₁ + βqV₃,

and the same substitution in the normals gives n₀ = (α + βp)n₁ + βqn₃. The right-hand side is the velocity of the new corner along n₀, so line 0 still stays outside. The argument can be repeated for each further loss. With constant velocities a lost edge does not return, and the half-plane rule holds throughout.

An orientation that is absent at the start can be included by letting its line touch the corner, with L = 0. It opens into an edge if V < V*. Physically it needs a beginning, which a slightly rounded corner supplies, since it contains short pieces of the orientations in between.

**A crystal with two kinds of edge**

Let six slow edges alternate with six fast ones, with normals 30° apart. In a honeycomb lattice such as graphene these can be the zigzag and armchair edges. Write c = cos 30° = 0.8660. For a = b = 30° and equal neighbours of velocity V′,

V* = 2V′ sin 30°/sin 60° = V′/c,

because sin 60° = 2 sin 30° cos 30°. The critical speed ratio is 1/c = 1.155. With sin 30° = 1/2 the length formula becomes

L = 2h′/sin 30° − 2h cot 30° = 4(h′ − ch),

where h′ is the distance of the neighbouring lines.

Choose a twelve-sided seed with all edges at R = 1 µm from the centre. Let zigzag edges grow at v_s = 1.0 µm/min and armchair edges at v_f = 1.5 µm/min. Their ratio of 1.5 is above critical. The rates of change of length are

zigzag: 4(1.5 − 0.8660 × 1.0) = 2.54 µm/min,

armchair: 4(1.0 − 0.8660 × 1.5) = −1.20 µm/min.

All edges begin 0.536 µm long. The armchair edges vanish when h_s = ch_f:

R + v_s t = c(R + v_f t), so t = R(1 − c)/(cv_f − v_s) = 0.448 min.

From then on the island is a zigzag hexagon. After 4 min its inner radius is H = 1 + 1.0 × 4 = 5 µm. Neighbouring normals are now 60° apart, so each side is 2H(1 − cos 60°)/sin 60° = 5.77 µm long.

If the ratio were 1.10 instead, both kinds would lengthen. At late times the seed term in hᵢ is negligible and the ratio of armchair to zigzag length tends to

(v_s − cv_f)/(v_f − cv_s) = (1 − 0.953)/(1.10 − 0.866) ≈ 0.20.

The crystal keeps twelve sides, six of them short. More generally hᵢ(t)/t = hᵢ(0)/t + Vᵢ tends to Vᵢ, so the shape of a growing crystal, measured on its own scale, forgets the seed.

**The same crystal under etching**

Now etch the zigzag hexagon at r_s = 0.50 µm/min for zigzag and r_f = 0.75 µm/min for armchair edges. That armchair edges are also the faster to etch is an assumption of this example. Growth and etching involve different reactions, and one ordering does not follow from the other.

The armchair lines start at the corners, at distance H/c = 5.77 µm. Therefore

h_s = H − r_s t, h_f = H/c − r_f t.

The armchair length is

L_f = 4(h_s − ch_f) = 4(H − r_s t − H + cr_f t) = 4(cr_f − r_s)t.

It is positive only if r_f > r_s/c. Here it increases at 4(0.6495 − 0.50) = 0.598 µm/min. The zigzag length is

L_s = 4(h_f − ch_s) = 4[H(1/c − c) − (r_f − cr_s)t],

which falls at 1.27 µm/min and reaches zero at

t₁ = H(1/c − c)/(r_f − cr_s) = 5 × 0.2887/0.3170 = 4.55 min.

The lengths on the way are these:

- at 2 min: zigzag 3.24 µm, armchair 1.20 µm;
- at 4 min: zigzag 0.70 µm, armchair 2.39 µm;
- at 6 min: zigzag gone, armchair 1.47 µm.

At t₁ the island is an armchair hexagon of inner radius 2.36 µm. The fast-retreating edges have taken over, but from then on they too shorten, because the whole island is shrinking. It vanishes at t₂ = H/(cr_f) = 5.77/0.75 = 7.70 min.

Does the takeover always finish in time? The condition t₁ < t₂ reads

(1/c − c)/(r_f − cr_s) < 1/(cr_f).

If r_f > r_s/c, both denominators are positive. Multiplying by them gives (1 − c²)r_f < r_f − cr_s. Cancelling r_f and dividing by −c, which reverses the sign, gives cr_f > r_s. This is the condition for the armchair edges to appear at all. In this symmetric hexagon, if they open, they finish the takeover before the island is gone.

With an etch-rate ratio of 1.10 they never open, and the zigzag hexagon shrinks without changing shape. But start instead from a twelve-sided island with both kinds of line at the same distance H. Then L_s = 4[H(1 − c) − (r_f − cr_s)t] vanishes at t = H(1 − c)/(r_f − cr_s). This is earlier than H/r_f if (1 − c)r_f < r_f − cr_s, that is, if r_f > r_s. A lead of 10% is now enough. The same rates thus give different final shapes from different starting shapes. In these symmetric islands the last edges are those whose lines would reach the centre first, at the smallest hᵢ(0)/rᵢ. Etching remembers the start, and it has no endless later time in which to forget it.

The example also shows that etching is not growth run backwards. Each etch rate was chosen as half the corresponding growth speed. A reversed film of the growth, played at half speed, would return to the twelve-sided seed after 8 min. The etched island has instead vanished at 7.70 min. By the end of growth a freely moving armchair line would have been at 1 + 1.5 × 4 = 7 µm, well outside the corner at 5.77 µm. No atom marks that line. Etching starts its armchair edges from the real corner, and the record of where the seed's armchair edges lay has been lost.

**Holes exchange the two outcomes**

Consider a convex hole in a large film. When the film is etched, the hole expands, and its edges move outward from its centre at rates rᵢ > 0. The half-plane rule applied to the hole is then the rule for a growing crystal, with rᵢ in place of vᵢ. If the fast edges exceed the threshold, the widening hole ends up bounded by slow-etching edges alone. When the film grows, the hole closes, and the fast-growing edges can take it over. As with the etched island, they must exceed the threshold if the hole starts as a hexagon of slow edges, while any lead is enough if both kinds of edge start at the same distance. As long as each edge keeps a constant speed, what matters is whether the convex region expands or shrinks, and not whether atoms are added or removed. In a real hole that is being filled, new rows can start more easily at the corners, and the speeds may then differ from those of an island.

**How far this describes a real island**

Isolated graphene islands on hot copper are often hexagons with zigzag edges. The speeds and sizes above are round values in that rough regime, and real rates vary widely with gas and temperature. At 1300 K the thermal energy kT is 0.112 eV. If speeds follow exp(−E/kT) with equal prefactors, a ratio of 1.5 corresponds to a barrier difference of kT ln 1.5 = 45 meV, and the critical ratio to 16 meV. Modest differences between edges are enough to decide the shape.

One doubtful simplification is having only two kinds of edge. Consider a kinked edge along the lattice direction (2,1), at arctan(√3/5) = 19.1° from zigzag and 10.9° from armchair. On the etched island it would appear between the two if its rate exceeded

r* = (0.50 sin 10.9° + 0.75 sin 19.1°)/sin 30° = 0.68 µm/min.

This is below the armchair rate. If kinked edges etched as fast as armchair ones, they would even take the corners for themselves. An armchair edge between two of them, with normals 10.9° to either side, opens only if it is faster than they are by more than a factor 1/cos 10.9° = 1.018. With equal rates it stays closed, and the island ends with twelve kinked sides and not as the rotated hexagon. A kinked rate just above 0.75 cos 10.9° ≈ 0.74 µm/min already gives this result. The case is not remote: the (2,1) direction has the highest density of junctions between zigzag and armchair pieces, so it is a natural candidate for the fastest edge. The rotated hexagon is therefore the outcome of the model with two kinds of edge and should not be taken as the usual etched shape of graphene. In growth the same edge would survive between two zigzag edges if it were slower than v_s(sin 40.9° + sin 19.1°)/sin 60° = 1.13 µm/min, with v_s = 1.0 µm/min.

Line tension matters much less at this size. Moving one edge of the twelve-sided seed outward by dh shortens that edge by 2 cot 30° dh and lengthens each of its two neighbours by dh/sin 30°, so the perimeter grows by 2(1 − cos 30°)/sin 30° = 0.536 per unit of dh. Assume a rough edge energy of 5 eV/nm, the same for both kinds of edge, and take 0.0262 nm² per atom from a lattice constant of 0.246 nm. The added area is L dh, so the energy cost per added atom is 5 × 0.0262 × 0.536/L, with L in nm. For the seed edge, L = 536 nm, this is 1.3 × 10⁻⁴ eV. If the growth speed is proportional to 1 − exp(−Δμ/kT), with an assumed driving energy Δμ = 0.05 eV per atom, the loss of speed is 0.2%. The cost reaches a tenth of kT when the edge is about 6 nm long, and the loss of speed is then already 19%. If the energy of the neighbouring edges were 20% higher, this length would be about 16 nm. The birth and death of an edge at such lengths are outside the model.

Uneven supply can matter more. Carbon must diffuse to the rim, and the relative drop in its concentration across the island is of order v_s H/(Dθ), where D is the diffusivity and θ the number of mobile atoms in the area that one atom occupies in graphene. With assumed values D = 10⁴ µm²/s and θ = 10⁻³, and v_s = 1/60 µm/s, this is 0.8% at H = 5 µm. A tenfold lower coverage would make it 8%. These are drops in concentration, not differences in speed. Only a part of the drop lies between a corner and the middle of a side, but near equilibrium the speed responds more strongly than the concentration. If the speed is proportional to the excess over the equilibrium concentration, the factor is 1/(1 − exp(−Δμ/kT)) ≈ 2.8 for the driving energy assumed above. Corners reach further into the supply than the middles of edges do, so they tend to run ahead. The sides can then bend inward, and the competition described here loses its simple form.

Numbers in the example were calculated in double precision.
